# Tracer correlation factor for vacancy diffusion on the diamond lattice: test program

```python
"""Tracer correlation factor f for vacancy diffusion on the diamond lattice.

Result under test: f = (1+t)/(1-t) = 1/2, with t = -1/3 the mean cosine
between consecutive tracer jumps made with the same vacancy (no return = 0).
P_back, P_side: probabilities that the vacancy next exchanges with the tracer
through the site just left, or through one particular other neighbour.
G0, G2: expected visits of a free walk to its start / a second neighbour.
Lattice coordinates are integers in units a/4; squared bond length is 3.
"""
import numpy as np
from scipy.sparse import coo_matrix, identity

BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
BOND_SQ = 3.0


def conjugate_gradient(matrix, rhs, rel_tol=1e-12):
    x = np.zeros_like(rhs)
    residual = rhs.copy()
    direction = residual.copy()
    norm_sq = residual @ residual
    target = rel_tol**2 * norm_sq
    for _ in range(5000):
        image = matrix @ direction
        step = norm_sq / (direction @ image)
        x += step * direction
        residual -= step * image
        new_norm_sq = residual @ residual
        if new_norm_sq < target:
            return x
        direction = residual + (new_norm_sq / norm_sq) * direction
        norm_sq = new_norm_sq
    raise RuntimeError("conjugate gradient did not converge")


def cluster_visits(radius, start, targets, tracer_at_origin):
    """Expected visits to targets; walk is lost outside radius (in bonds)."""
    m = int(np.sqrt(BOND_SQ) * radius) + 2
    axis = np.arange(-m, m + 1)
    x, y, z = np.meshgrid(axis, axis, axis, indexing="ij")
    even = (x % 2 == 0) & (y % 2 == 0) & (z % 2 == 0)
    odd = (x % 2 == 1) & (y % 2 == 1) & (z % 2 == 1)
    total = (x + y + z) % 4
    site = (even & (total == 0)) | (odd & (total == 3))
    site &= x**2 + y**2 + z**2 <= BOND_SQ * radius**2
    if tracer_at_origin:
        site[m, m, m] = False
    places = np.argwhere(site)
    count = len(places)
    index = -np.ones(site.shape, dtype=int)
    index[tuple(places.T)] = np.arange(count)
    sign = np.where((places[:, 0] - m) % 2 == 0, 1, -1)
    rows, cols = [], []
    for bond in BONDS:
        neighbour = index[tuple((places + sign[:, None] * bond).T)]
        present = neighbour >= 0
        rows.append(np.nonzero(present)[0])
        cols.append(neighbour[present])
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    hop = coo_matrix((np.full(len(rows), 0.25), (rows, cols)),
                     shape=(count, count)).tocsr()
    rhs = np.zeros(count)
    rhs[index[tuple(np.array(start) + m)]] = 1.0
    visits = conjugate_gradient((identity(count) - hop).tocsr(), rhs)
    return np.array([visits[index[tuple(np.array(q) + m)]] for q in targets])


# Exact value from the two balance equations, unknowns G0-G2 and G1-G2:
# G0 - G1 = 1 and G1 - G0/4 - 3*G2/4 = 0.
difference, _ = np.linalg.solve([[1.0, -1.0], [-0.25, 1.0]], [1.0, 0.0])
t_exact = -difference / 4
f_exact = (1 + t_exact) / (1 - t_exact)
assert abs(f_exact - 0.5) < 1e-12

# Free walk on a finite cluster: check the difference of visit numbers.
free = cluster_visits(12, (0, 0, 0), [(0, 0, 0), (0, 2, 2)], False)
assert abs(free[0] - free[1] - difference) < 1e-8

# Vacancy walk with the tracer present. The finite radius changes t by a
# dipole field of order 1/radius^3 and the return probability by 1/radius.
t_cluster, visits_cluster = {}, {}
for radius in (12, 24):
    entry = cluster_visits(radius, BONDS[0], BONDS, True) / 4
    cosines = -(BONDS @ BONDS[0]) / BOND_SQ
    t_cluster[radius] = entry @ cosines
    visits_cluster[radius] = 1 / (1 - entry.sum())
    assert abs(t_cluster[radius] - t_exact) < 0.5 / radius**3
G0_extrapolated = 2 * visits_cluster[24] - visits_cluster[12]

# Infinite-lattice G0 from the Brillouin-zone integral, one angle done
# analytically, the other two by Gauss quadrature on a symmetry triangle.
nodes, weights = np.polynomial.legendre.leggauss(60)
s = (np.pi * (nodes + 1) / 2)[:, None]
v = ((nodes + 1) / 4)[None, :]
c1, c2 = np.cos(s * (1 - v)), np.cos(s * v)
A, B = 1 - c1 * c2 / 3, (c1 + c2) / 3
integrand = s / np.sqrt((A - B) * (A + B))
fcc_visits = 4 / np.pi**2 * (weights @ integrand @ weights) * np.pi / 8
G0 = 4 / 3 * fcc_visits
# Remaining extrapolation error comes from the rough cluster surface.
assert abs(G0_extrapolated - G0) < 5e-3
p_return = 1 - 1 / G0
P_back = (1 + p_return) / 4
P_side = (p_return - 1 / 3) / 4

# Propagate the tracer position distribution through one encounter.
max_jumps = 24
half = max_jumps + 1
axis = np.arange(-half, half + 1)
r_sq = (axis[:, None, None]**2 + axis[None, :, None]**2
        + axis[None, None, :]**2)
dist = np.zeros((4,) + r_sq.shape)
dist[(0,) + tuple(BONDS[0] + half)] = 1.0
sign, mean_sq, mean_jumps = -1, 0.0, 0.0
for jumps in range(1, max_jumps + 1):
    mean_sq += (1 - p_return) * np.sum(dist * r_sq) / BOND_SQ
    mean_jumps += (1 - p_return) * jumps * dist.sum()
    if jumps < max_jumps:
        summed = dist.sum(axis=0)
        dist = np.array([
            np.roll(P_side * summed + (P_back - P_side) * dist[k],
                    tuple(sign * BONDS[k]), axis=(0, 1, 2))
            for k in range(4)])
        sign = -sign
f_propagated = mean_sq / mean_jumps
assert abs(f_propagated - f_exact) < 1e-5
assert abs(mean_jumps - G0) < 1e-5

# Direct simulation of vacancy hops and exchanges, without using t.
# A position is packed into one integer; coordinates stay below 1024.
walkers, steps, base = 400_000, 400, 2048
packed_bonds = BONDS @ np.array([1, base, base**2])


def squared_distance(packed):
    shifted = packed + 1024 * (1 + base + base**2)
    parts = [shifted % base, shifted // base % base, shifted // base**2]
    return sum((part - 1024.0)**2 for part in parts)


rng = np.random.default_rng(12345)
vacancy = np.zeros(walkers, dtype=np.int64)
tracer = np.full(walkers, packed_bonds[0], dtype=np.int64)
tracer_jumps = np.ones(walkers)
sign = 1
for _ in range(steps):
    moved = vacancy + sign * packed_bonds[rng.integers(0, 4, walkers)]
    exchange = moved == tracer
    tracer = np.where(exchange, vacancy, tracer)
    tracer_jumps += exchange
    vacancy = moved
    sign = -sign
tracer_sq = squared_distance(tracer) / BOND_SQ
f_simulated = tracer_sq.mean() / tracer_jumps.mean()
f_error = (np.std(tracer_sq - f_simulated * tracer_jumps)
           / np.sqrt(walkers) / tracer_jumps.mean())
assert f_error < 0.005 and abs(f_simulated - f_exact) < 4 * f_error
vacancy_ratio = squared_distance(vacancy).mean() / (BOND_SQ * steps)
assert abs(vacancy_ratio - 1) < 0.01

# Worked example with round model parameters.
a_nm, w, c_v, time_s = 0.5, 1e9, 1e-8, 3600.0
bond_nm = np.sqrt(BOND_SQ) * a_nm / 4
D_v = 4 * w * (bond_nm * 1e-7)**2 / 6
assert abs(D_v / (w * (a_nm * 1e-7)**2 / 8) - 1) < 1e-12
D_tracer = f_exact * c_v * D_v
rms_nm = np.sqrt(2 * D_tracer * time_s) * 1e7

print(f"G0 - G2 from balance equations (visits): {difference:.6f}")
print(f"G0 - G2 from free-walk cluster (visits): {free[0]-free[1]:.6f}")
print(f"mean cosine t, exact result (no unit): {t_exact:.6f}")
for radius in (12, 24):
    print(f"t, cluster radius {radius} bonds (no unit): "
          f"{t_cluster[radius]:.6f}")
print(f"correlation factor f, exact result (no unit): {f_exact:.6f}")
print(f"f from propagated distribution (no unit): {f_propagated:.6f}")
print(f"f from direct simulation (no unit): {f_simulated:.4f}")
print(f"standard error of simulated f (no unit): {f_error:.4f}")
print(f"simulated encounters (count): {walkers}")
print(f"vacancy hops per encounter (count): {steps}")
print(f"vacancy msd / uncorrelated msd (no unit): {vacancy_ratio:.4f}")
print(f"G0 from lattice integral (visits): {G0:.5f}")
print(f"G0 extrapolated from clusters (visits): {G0_extrapolated:.4f}")
print(f"return probability p (no unit): {p_return:.5f}")
print(f"P_1, back through same site (no unit): {P_back:.5f}")
print(f"P_2, each other neighbour (no unit): {P_side:.5f}")
print(f"mean tracer jumps per encounter (count): {mean_jumps:.5f}")
print(f"mean R^2 per encounter (b^2): {mean_sq:.5f}")
t_immediate = -1 / 4
f_immediate = (1 + t_immediate) / (1 - t_immediate)
print(f"f with immediate reversal only (no unit): {f_immediate:.4f}")
partial = 1.0
for order in range(1, 7):
    partial += 2 * t_exact**order
    print(f"series for f through t^{order} (no unit): {partial:.5f}")
print(f"lattice constant a (nm): {a_nm:.3f}")
print(f"bond length b (nm): {bond_nm:.4f}")
print(f"exchange rate w per neighbour (1/s): {w:.3e}")
print(f"vacancy fraction c_V (per site): {c_v:.3e}")
print(f"tracer jump rate 4 w c_V (1/s): {4*w*c_v:.3f}")
print(f"vacancy diffusivity D_V (cm^2/s): {D_v:.4e}")
print(f"c_V D_V, no correlation (cm^2/s): {c_v*D_v:.4e}")
print(f"tracer diffusivity D* (cm^2/s): {D_tracer:.4e}")
print(f"tracer diffusivity D* (m^2/s): {D_tracer*1e-4:.4e}")
print(f"diffusion time (s): {time_s:.0f}")
print(f"one-dimensional rms displacement (nm): {rms_nm:.2f}")
print("verified")
```

Printed output:

```
G0 - G2 from balance equations (visits): 1.333333
G0 - G2 from free-walk cluster (visits): 1.333333
mean cosine t, exact result (no unit): -0.333333
t, cluster radius 12 bonds (no unit): -0.333201
t, cluster radius 24 bonds (no unit): -0.333316
correlation factor f, exact result (no unit): 0.500000
f from propagated distribution (no unit): 0.500000
f from direct simulation (no unit): 0.4983
standard error of simulated f (no unit): 0.0008
simulated encounters (count): 400000
vacancy hops per encounter (count): 400
vacancy msd / uncorrelated msd (no unit): 0.9998
G0 from lattice integral (visits): 1.79288
G0 extrapolated from clusters (visits): 1.7921
return probability p (no unit): 0.44224
P_1, back through same site (no unit): 0.36056
P_2, each other neighbour (no unit): 0.02723
mean tracer jumps per encounter (count): 1.79288
mean R^2 per encounter (b^2): 0.89644
f with immediate reversal only (no unit): 0.6000
series for f through t^1 (no unit): 0.33333
series for f through t^2 (no unit): 0.55556
series for f through t^3 (no unit): 0.48148
series for f through t^4 (no unit): 0.50617
series for f through t^5 (no unit): 0.49794
series for f through t^6 (no unit): 0.50069
lattice constant a (nm): 0.500
bond length b (nm): 0.2165
exchange rate w per neighbour (1/s): 1.000e+09
vacancy fraction c_V (per site): 1.000e-08
tracer jump rate 4 w c_V (1/s): 40.000
vacancy diffusivity D_V (cm^2/s): 3.1250e-07
c_V D_V, no correlation (cm^2/s): 3.1250e-15
tracer diffusivity D* (cm^2/s): 1.5625e-15
tracer diffusivity D* (m^2/s): 1.5625e-19
diffusion time (s): 3600
one-dimensional rms displacement (nm): 33.54
verified
```
